# Van der Pauw measurement of an anisotropic film: the geometric-mean sheet resistance, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the anisotropic film to the van der Pauw equation

### The measurement and the question

A thin metal film is grown on an insulating substrate with a crystal axis lying in the film plane. The metal conducts better along this axis than across it. Four small contacts are placed on the edge of the sample. A current is passed between two neighbouring contacts and the voltage between the other two is read; the connections are then moved round by one contact and the reading is repeated. For a uniform isotropic film without holes the two readings give the sheet resistance, whatever the outline of the sample. An anisotropic film has two principal sheet resistances, and it must be found out which combination of them the same procedure returns.

Label the contacts $A,B,C,D$ in the order in which they are met on going round the edge. Define two transfer resistances:

$$R_A=\frac{V_D-V_C}{I}\quad\text{(current $I$ enters at $A$, leaves at $B$)},$$

$$R_B=\frac{V_A-V_D}{I}\quad\text{(current $I$ enters at $B$, leaves at $C$)}.$$

With these signs both are positive, as the formulas below confirm. The subscripts name the two configurations and do not refer to resistances of single contacts. Resistances are in ohms, the natural unit here.

The result is

$$e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}=1,\qquad R_s=\sqrt{R_1R_2}, \tag{1}$$

where $R_1$ and $R_2$ are the principal sheet resistances. It holds under these conditions: the film is homogeneous and flat; it has no holes; its edge is insulated except at the contacts; the contacts are points on the edge; the response is linear and local; and there is no magnetic field. The outline, the positions of the contacts and the orientation of the crystal in the plane are free.

### The sheet law

Let $\rho$ be the three-dimensional resistivity tensor, so that $E_i=\sum_j\rho_{ij}J_j$. Without a magnetic field it is symmetric, and because current dissipates energy it is positive definite. Take $z$ normal to the film and let $t$ be the thickness.

No current leaves through the top or bottom surface, so $J_z=0$ there. Near the contacts and the edge the flow can vary with depth. When the normal is a principal axis, the slowest such variation has the form $\cos(\pi z/t)\,e^{-x/\ell}$ with $\ell=(t/\pi)\sqrt{\rho_{zz}/\rho_{xx}}$. This length is of order $t$ for moderate anisotropy, but about $10t$ in a layered conductor with $\rho_{zz}/\rho_{xx}=1000$. If the lateral distances are much larger than both $t$ and $\ell$, then $J_z$ is negligible throughout the thickness away from these regions. For the in-plane directions $\alpha,\beta=x,y$ this leaves

$$E_\alpha=\sum_{\beta}\rho_{\alpha\beta}J_\beta .$$

A normal field $E_z=\sum_\beta\rho_{z\beta}J_\beta$ may remain if a crystal axis is tilted. It varies laterally over the sample size $L$. Since $\partial_zE_x=\partial_xE_z$, it changes $E_x$ across the thickness by a relative amount of order $t/L$, which is neglected.

The current per unit width is $K_\alpha=tJ_\alpha$. Hence

$$\mathbf E=R\,\mathbf K,\qquad R_{\alpha\beta}=\frac{\rho_{\alpha\beta}}{t}. \tag{2}$$

The sheet tensor is thus the in-plane block of the resistivity tensor, divided by the thickness. It differs in general from the inverse of the in-plane block of the conductivity tensor $\sigma=\rho^{-1}$. To see the difference, set $J_z=0$ in $J_i=\sum_j\sigma_{ij}E_j$. This gives $E_z=-\sum_\beta\sigma_{z\beta}E_\beta/\sigma_{zz}$, and substitution in the in-plane components gives

$$J_\alpha=\sum_\beta\left(\sigma_{\alpha\beta}-\frac{\sigma_{\alpha z}\sigma_{z\beta}}{\sigma_{zz}}\right)E_\beta .$$

The second term is the effect of the normal field. It vanishes when the film normal is a principal axis.

With $\mathbf E=-\nabla V$, equation (2) becomes $\mathbf K=-R^{-1}\nabla V$. In the steady state no charge accumulates, so $\nabla\cdot\mathbf K=0$ inside the film. On the insulated edge $\mathbf n\cdot\mathbf K=0$, where $\mathbf n$ is the edge normal. In an anisotropic film this does not mean that $\mathbf n\cdot\nabla V=0$, because field and current generally have different directions. The edge condition must therefore be carried along with the current, not with the field.

### The change of coordinates

Define

$$R_s=\sqrt{\det R}=\sqrt{R_1R_2},\qquad A=\left(\frac{R}{R_s}\right)^{1/2},\qquad \mathbf r'=A\,\mathbf r. \tag{3}$$

The square root is the symmetric positive one: it has the same principal axes as $R$, with eigenvalues $\sqrt{R_1/R_s}$ and $\sqrt{R_2/R_s}$. Their product is $\sqrt{R_1R_2}/R_s=1$, so $\det A=1$ and the map preserves area. Because $R_1/R_s=\sqrt{R_1/R_2}$, in principal axes the map reads

$$x'=\left(\frac{R_1}{R_2}\right)^{1/4}x,\qquad y'=\left(\frac{R_2}{R_1}\right)^{1/4}y. \tag{4}$$

Lengths along the more resistive axis are stretched and those along the less resistive axis are shortened. A resistive direction acts like a longer path.

The potential at a material point is kept: $V'(\mathbf r')=V(\mathbf r)$. The chain rule gives $\partial_i=\sum_j A_{ji}\partial'_j$, which is $\nabla=A\nabla'$ because $A$ is symmetric.

The current needs a rule that preserves the total current through any line. Since $\nabla\cdot\mathbf K=0$ and the film has no holes, there is a stream function $\psi$ with

$$\mathbf K=(\partial_y\psi,\,-\partial_x\psi)=\varepsilon\nabla\psi,\qquad
\varepsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

A short step $(dx,dy)$ along a line has the right-hand normal element $(dy,-dx)$. The current crossing it is $K_x\,dy-K_y\,dx=\partial_y\psi\,dy+\partial_x\psi\,dx=d\psi$. The current through any line is therefore the difference of $\psi$ between its ends.

Now keep $\psi$ at each material point as well, and define the new current by $\mathbf K'=\varepsilon\nabla'\psi$. Its flux through the image of any line then equals the old flux through the line. To express $\mathbf K'$ by $\mathbf K$, multiply out the $2\times2$ matrices:

$$A\varepsilon A^{T}=(A_{11}A_{22}-A_{12}A_{21})\,\varepsilon=(\det A)\,\varepsilon=\varepsilon .$$

Multiplication from the right by $(A^T)^{-1}$ gives $\varepsilon(A^T)^{-1}=A\varepsilon$. With $\nabla'=(A^T)^{-1}\nabla$ it follows that

$$\mathbf K'=\varepsilon(A^T)^{-1}\nabla\psi=A\varepsilon\nabla\psi=A\mathbf K. \tag{5}$$

Insert the sheet law and $\nabla V=A\nabla'V$:

$$\mathbf K'=-A R^{-1}A\,\nabla'V .$$

The matrix $A$ is a function of $R$ and commutes with $R^{-1}$. Thus $AR^{-1}A=A^2R^{-1}=(R/R_s)R^{-1}=1/R_s$, and

$$\mathbf K'=-\frac{1}{R_s}\nabla'V. \tag{6}$$

The image of the film is an isotropic sheet with sheet resistance $R_s=\sqrt{R_1R_2}$. Its outline is different, but the potentials at the contacts and the currents through them are the same. An insulated edge has constant $\psi$ between contacts and so remains insulated. Hence $R_A$ and $R_B$ are unchanged.

The choice $\det A=1$ does not influence the result. An additional uniform magnification by $m$ multiplies lengths by $m$, and both $\mathbf K'$ and $\nabla'V$ by $1/m$, so their ratio in (6) stays the same. The sheet resistance of an isotropic sheet has no dependence on scale.

### The isotropic sheet of arbitrary outline

What remains is to find the relation between $R_A$, $R_B$ and $R_s$ in an isotropic sheet. Drop the primes. Comparing (6) with the definition of $\psi$ gives

$$\partial_xV=-R_s\,\partial_y\psi,\qquad \partial_yV=R_s\,\partial_x\psi .$$

These are the Cauchy–Riemann equations for the function $F=V-iR_s\psi$ of the complex coordinate $z=x+iy$. By the Riemann mapping theorem, the interior of a domain without holes, bounded by one closed curve, can be mapped one-to-one onto the upper half-plane by an analytic function $w(z)$. For such a boundary the map extends continuously to the edge, which becomes the real axis. Since $F$ is also analytic as a function of $w$, equation (6) holds in the half-plane with the same $R_s$. Potentials and contact currents are again kept.

Let the contacts lie counterclockwise; otherwise reflect the sample first, which changes none of the readings. Choose the map so that a point of the edge between $D$ and $A$ goes to infinity. The contacts then lie on the real axis at $a<b<c<d$.

A current $I$ entering the half-plane at the edge point $a$ spreads over semicircles of length $\pi r$. The radial current density is $I/(\pi r)$, so $dV/dr=-IR_s/(\pi r)$ and $V=-(IR_s/\pi)\ln r$ up to a constant. This flow runs along the straight edge and does not cross it. A contact where current leaves contributes the opposite sign, and the two potentials add because the equations are linear.

There is no other solution for the same contact currents, apart from a constant. The difference $U$ of two solutions would carry no contact current, and $\int|\nabla U|^2$ over the domain would equal an edge integral of $U\,\mathbf n\cdot\nabla U$, which is zero.

For current entering at $A$ and leaving at $B$, the potential on the edge is

$$V(x)=\frac{IR_s}{\pi}\ln\frac{|x-b|}{|x-a|}.$$

Subtracting its value at $c$ from that at $d$ gives

$$R_A=\frac{R_s}{\pi}\ln\frac{(d-b)(c-a)}{(d-a)(c-b)}. \tag{7}$$

For current entering at $B$ and leaving at $C$, the potential is $(IR_s/\pi)\ln(|x-c|/|x-b|)$. Subtracting its value at $d$ from that at $a$ gives

$$R_B=\frac{R_s}{\pi}\ln\frac{(c-a)(d-b)}{(b-a)(d-c)}. \tag{8}$$

Write $p=b-a$, $q=c-b$ and $s=d-c$, all positive. Then

$$e^{-\pi R_A/R_s}=\frac{(p+q+s)\,q}{(p+q)(q+s)},\qquad
e^{-\pi R_B/R_s}=\frac{ps}{(p+q)(q+s)} .$$

The numerators add to $pq+q^2+qs+ps=(p+q)(q+s)$, so the sum is one. This is equation (1). Both exponentials are positive and sum to one, so each is below one; this confirms that $R_A$ and $R_B$ are positive.

### A direct view of the geometric mean

The anisotropic half-plane can also be solved without a change of coordinates. Let a current $I$ enter at the origin of the edge, with an arbitrary orientation of the crystal. Try

$$V=-\frac{IR_s}{2\pi}\ln\!\left(\mathbf r^TR\,\mathbf r\right).$$

Since $\nabla(\mathbf r^TR\mathbf r)=2R\mathbf r$, the current is

$$\mathbf K=-R^{-1}\nabla V=\frac{IR_s}{\pi}\,\frac{\mathbf r}{\mathbf r^TR\,\mathbf r}. \tag{9}$$

It is radial, so it does not cross the straight edge. Its strength is a function of angle divided by $r$, so its divergence vanishes away from the source. The total through a semicircle, with $\mathbf r=r\mathbf n$, is

$$\frac{IR_s}{\pi}\int_0^\pi\frac{d\theta}{\mathbf n^TR\,\mathbf n}
=\frac{IR_s}{\pi}\int_{-\infty}^{\infty}\frac{du}{R_1+R_2u^2}
=\frac{IR_s}{\pi}\,\frac{\pi}{\sqrt{R_1R_2}}=I .$$

The integrand has period $\pi$, so the angle may be counted from the first principal axis; then $u=\tan\theta$ was substituted. The geometric mean thus comes from averaging $1/(\mathbf n^TR\,\mathbf n)$, the inverse of the resistance along the direction of current flow, over all directions in which current spreads from an edge contact. This is not the average of $\mathbf n^TR^{-1}\mathbf n$, which would give the harmonic mean of $R_1$ and $R_2$. Along the edge $\mathbf r^TR\mathbf r=R_{xx}x^2$, and $V=-(IR_s/\pi)\ln|x|$ plus a constant. The orientation enters that constant alone, and the constant cancels when the current leaves through a second contact on the same edge.

### Check on an irregular anisotropic sample

The combined result was tested by solving the anisotropic equation on an irregular sample with linear finite elements, without using the map (3). The outline is the image of the unit square $0\le u,v\le1$ under $x=u+0.15\sin\pi v$, $y=v+0.2u^2$. The contacts are at $(u,v)=(0.25,0)$, $(1,0.25)$, $(0.5,1)$ and $(0,0.75)$. The principal values are $R_1=1$ and $R_2=4$ ohm, with geometric mean 2 and arithmetic mean 2.5 ohm. The $R_1$ axis is turned from $x$ by the angle given.

| Angle | $R_A$ (ohm) | $R_B$ (ohm) | $R_s$ from (1) (ohm) |
|---|---|---|---|
| 0° | 0.102 | 1.214 | 2.000 |
| 35° | 0.028 | 2.008 | 2.000 |
| 80° | 0.489 | 0.396 | 2.000 |

The individual readings change by large factors, while $R_s$ stays at the geometric mean. The largest deviation relative to 2 ohm falls from $3.3\times10^{-3}$ with 36 cells per side to $2.1\times10^{-4}$ with 144, as expected of an error caused by the mesh. The arithmetic mean is clearly excluded.

## Part 2. Evaluation, separate principal values and errors

### Results carried over

The sheet law is $\mathbf E=R\mathbf K$, where $R$ is the symmetric sheet-resistance tensor with principal values $R_1,R_2$, and $\mathbf K$ is the current per unit width. The transfer resistances are $R_A=(V_D-V_C)/I$ for current from $A$ to $B$, and $R_B=(V_A-V_D)/I$ for current from $B$ to $C$. For a homogeneous film without holes and with point contacts on its edge,

$$e^{-\pi R_A/R_s}+e^{-\pi R_B/R_s}=1,\qquad R_s=\sqrt{R_1R_2}.$$

The stretch $x'=(R_1/R_2)^{1/4}x$, $y'=(R_2/R_1)^{1/4}y$ in principal axes turns the film into an isotropic sheet of resistance $R_s$ with the same readings.

### Solving for the sheet resistance

For given positive $R_A$ and $R_B$, let $f(s)=e^{-\pi R_A/s}+e^{-\pi R_B/s}$. Each term rises with $s$, and $f$ goes from 0 at small $s$ to 2 at large $s$. There is therefore one root of $f(s)=1$. It lies in the interval

$$\frac{\pi\min(R_A,R_B)}{\ln2}\;\le\;R_s\;\le\;\frac{\pi}{\ln2}\,\frac{R_A+R_B}{2}. \tag{10}$$

At the lower end the term with the smaller resistance equals $1/2$ and the other is at most $1/2$, so $f\le1$. At the upper end use the convexity of the exponential: the mean of $e^{-u}$ and $e^{-v}$ is at least $e^{-(u+v)/2}$, which equals $1/2$ there. Hence $f\ge1$. Bisection between these limits is safe. The upper limit is also what results from averaging the two readings and treating the sample as symmetric. That shortcut overestimates $R_s$ unless $R_A=R_B$.

To find how reading errors propagate, write $P=e^{-\pi R_A/R_s}$ and $Q=1-P=e^{-\pi R_B/R_s}$. The sum $P+Q$ is fixed, so $dP+dQ=0$:

$$P\left(-\frac{dR_A}{R_s}+\frac{R_A\,dR_s}{R_s^2}\right)+Q\left(-\frac{dR_B}{R_s}+\frac{R_B\,dR_s}{R_s^2}\right)=0 .$$

Here a common factor $\pi$ has been removed. Solving for $dR_s$ gives

$$\frac{dR_s}{R_s}=\frac{P\,dR_A+Q\,dR_B}{P R_A+Q R_B}. \tag{11}$$

An error common to both readings, such as a wrong current scale, passes to $R_s$ with the same relative size. Independent errors are weighted, and the weights of the two relative errors add to one.

The two van der Pauw readings of an anisotropic film give the geometric mean of its principal sheet resistances, and we now know how to solve for it and how reading errors affect it. It remains to find when the two principal values can be separated, and to see in a worked example how departures from the ideal model matter.

Numerical values quoted here were computed with a short program.
